\section*{The Redhead peak condition for first-order thermal desorption of hydrogen, part 2}

Hydrogen adsorbed on a surface leaves as H$_2$ while the surface is heated, and we ask at which temperature $T_p$ the desorption rate is largest. The coverage $\theta$ counts H atoms per surface site and starts at $\theta_0$; its value at the peak is $\theta_p$. The temperature is $T=T_0+\beta t$, with $\beta$ in K/s. For first-order desorption the rate is $r=-d\theta/dt=K\theta$, in H atoms per site and second, and the flux of molecules is $r/2$. Here $K(T)=\nu\,e^{-E/(k_BT)}$, with constant barrier $E$ and prefactor $\nu$ in s$^{-1}$, and desorbed molecules do not return.

The peak obeys the Redhead condition
\begin{equation}
\boxed{\;\frac{E}{k_BT_p^2}=\frac{\nu}{\beta}\,e^{-E/(k_BT_p)}\;}
\label{eq:redhead}
\end{equation}
With $x=E/(k_BT_p)$, it also reads
\begin{equation}
x\,e^x=\frac{\nu T_p}{\beta},\qquad K(T_p)=\frac{\beta x}{T_p},
\label{eq:recall}
\end{equation}
Its exact solutions use the Lambert function $W$, defined by $W(z)\,e^{W(z)}=z$: $E=k_BT_p\,W(\nu T_p/\beta)$ and $T_p=E/[2k_B\,W(\tfrac12\sqrt{\nu E/(k_B\beta)})]$. An estimate without $W$ is
\begin{equation}
E_{\rm est}=k_BT_p\left(\ln\frac{\nu T_p}{\beta}-3.64\right).
\label{eq:est}
\end{equation}
Its error is $-2.81\,\%$ to $-0.40\,\%$ for $T_p$ from 300 to 1000 K and $\nu/\beta$ from $10^8$ to $10^{13}$ K$^{-1}$.

The function $G(T)=k_BT^2K(T)/(\beta E)$ equals one at the first-order peak and satisfies
\begin{equation}
\frac{d\ln G}{dT}=\frac2T+\frac{E}{k_BT^2}>0,
\label{eq:dG}
\end{equation}

If the loss near $T_0$ is negligible, $\theta_p/\theta_0=e^{-q}$ at the first-order peak, where $q=(\nu/\beta)\int_0^{T_p}e^{-E/(k_BT)}\,dT$ becomes
\begin{equation}
q=\frac{\nu T_p}{\beta}\int_1^\infty\frac{e^{-xs}}{s^2}\,ds
=x\,e^x\,E_2(x),\qquad
E_n(x)=\int_1^\infty\frac{e^{-xs}}{s^n}\,ds .
\label{eq:q}
\end{equation}
For large $x$, $q\approx1-2/x+6/x^2$.

The example has $E=2.5$ eV, $\nu=10^{15}$ s$^{-1}$, $\beta=2$ K/s, $T_0=400$ K, $T_p=786.12$ K, $x=36.904$, $q=0.9498$ and $\theta_p/\theta_0=0.3868$. Numerical integration of the rate equation gives the same peak temperature and remaining fraction.

\subsection{Height of the peak}

The peak rate is the coverage at the peak times the rate constant there. With \eqref{eq:recall},
\begin{equation}
r_p=K(T_p)\,\theta_p=\frac{\beta x}{T_p}\,\theta_p .
\label{eq:rp}
\end{equation}
For $\theta_0=1$ this is $2\times36.904/786.12\times0.3868=0.0363$ s$^{-1}$ per site, or 0.0182 H$_2$ molecules per site and second. Faster heating gives a higher signal, nearly in proportion to $\beta$, because the same amount of hydrogen leaves in a shorter time.

\subsection{What a single peak can and cannot determine}

One peak temperature supplies one equation for the two unknowns $E$ and $\nu$. Any pair that satisfies \eqref{eq:redhead} places the peak at the same temperature. To see what an assumed $\nu$ does to the inferred barrier, differentiate $x+\ln x=\ln(\nu T_p/\beta)$ at fixed $T_p$ and $\beta$:
\begin{equation}
\left(1+\frac1x\right)dx=d\ln\nu .
\end{equation}
Since $E=k_BT_px$ and $T_p$ is fixed, $dE=k_BT_p\,dx$, and
\begin{equation}
\left(\frac{\partial E}{\partial\ln\nu}\right)_{T_p,\beta}=k_BT_p\,\frac{x}{1+x}.
\label{eq:sensnu}
\end{equation}
In the example this is 0.0660 eV. A factor of ten in $\nu$ corresponds to $\ln10=2.303$, hence to about 0.152 eV. The full solution gives 2.348 eV for an assumed prefactor ten times too small and 2.652 eV for one ten times too large. This error of 6\,\% of $E$ exceeds that of the estimate \eqref{eq:est} in the range quoted for it.

An error in the temperature reading acts differently. At fixed $\nu$ and $\beta$, the same relation gives $(1+1/x)\,dx=d\ln T_p$, so $dx/x=d\ln T_p/(1+x)$. With $\ln E=\ln k_B+\ln T_p+\ln x$,
\begin{equation}
d\ln E=\left(1+\frac1{1+x}\right)d\ln T_p=\frac{x+2}{x+1}\,d\ln T_p .
\label{eq:sensT}
\end{equation}
The barrier is nearly proportional to the peak temperature. In the example an error of 1 K changes $E$ by $2.5\times1.026/786$ eV, which is about 0.003 eV.

\subsection{Barrier and prefactor from several heating rates}

The prefactor need not be assumed if the heating rate is varied. Solve \eqref{eq:redhead} for $\beta/T_p^2$ by multiplying both sides with $\beta k_B/E$, and take the logarithm:
\begin{equation}
\ln\frac{\beta}{T_p^2}=\ln\frac{\nu k_B}{E}-\frac{E}{k_B}\,\frac1{T_p}.
\label{eq:series2}
\end{equation}
The logarithm is understood to be taken of the numerical values in fixed units. Plotted against $1/T_p$, the left side is a straight line with slope $-E/k_B$. The intercept then gives $\nu$.

The shift of the peak follows from the same equation. Write it as $\ln\beta=\text{const}+2\ln T_p-E/(k_BT_p)$. The differential of the last term is $+x\,d\ln T_p$, so
\begin{equation}
\frac{d\ln T_p}{d\ln\beta}=\frac1{x+2}.
\label{eq:shift}
\end{equation}
In the example this is 0.0257. Doubling the heating rate should raise the peak by about $0.0257\times0.693\times786$ K $=14$ K. The maxima of the integrated curves lie at 772.4, 786.1 and 800.4 K for 1, 2 and 4 K/s, in agreement with this.

The extreme rates of the series show the arithmetic. The peaks are at 759.048 K for 0.5 K/s and at 815.139 K for 8 K/s. Subtracting \eqref{eq:series2} for the second from that for the first removes the intercept, and after a change of sign
\begin{align}
\frac E{k_B}&=\frac{\ln(8/0.5)-2\ln(815.139/759.048)}{1/759.048-1/815.139}\ {\rm K}\nonumber\\
&=\frac{2.7726-0.1426}{9.0655\times10^{-5}}\ {\rm K}=2.901\times10^4\ {\rm K},
\end{align}
which is 2.50 eV. A straight-line fit to all five peaks returns 2.5000 eV and $1.000\times10^{15}$ s$^{-1}$.

These peaks are free of measuring error. With real data the method is demanding, because a factor of 16 in heating rate moves the peak by only 56 K. If each of the two temperatures has an independent error of 1 K, their difference has an error of $\sqrt2$ K, or 2.5\,\%. To leading order in $1/x$ the barrier has the same relative error; propagation through the full two-point formula gives 2.7\,\%, or about 0.07 eV. The prefactor suffers more. From $\ln\nu=\ln(\beta/T_p)+\ln x+x$, a relative error of 2.5\,\% in $x$ changes $\ln\nu$ by about $0.025\times(x+1)\approx0.95$, so $\nu$ is uncertain by a factor between two and three.

\subsection{Second-order desorption}

Suppose that atoms must meet at random before they leave. The rate is then $r=K\theta^2$, where $\nu$ still has the unit s$^{-1}$ because $\theta$ is dimensionless. For a general order $n$, with $r=K\theta^n$, the relative loss rate is $-d\ln\theta/dt=K\theta^{n-1}$, and
\begin{equation}
\frac{d\ln r}{dt}=\frac{d\ln K}{dt}+n\,\frac{d\ln\theta}{dt}
=\frac{\beta E}{k_BT^2}-nK\theta^{n-1}.
\end{equation}
The peak condition becomes
\begin{equation}
\frac{E}{k_BT_p^2}=\frac{n\,\nu\,\theta_p^{\,n-1}}{\beta}\,e^{-E/(k_BT_p)} .
\label{eq:order}
\end{equation}
The coverage at the peak drops out for $n=1$ and stays for $n=2$.

The direction of the shift can be derived. For $n=2$ the rate equation gives $d(1/\theta)/dt=K$, hence $1/\theta=1/\theta_0+\Phi(T)$ with $\Phi=(1/\beta)\int_{T_0}^TK\,dT'$. In terms of $G$, condition \eqref{eq:order} is $2\theta_pG(T_p)=1$, or $1/\theta_p=2G(T_p)$. Equating the two expressions for $1/\theta_p$,
\begin{equation}
\frac1{\theta_0}=2G(T_p)-\Phi(T_p).
\label{eq:second}
\end{equation}
By \eqref{eq:dG} and the definition of $G$, $dG/dT=K/\beta+2G/T$, while $d\Phi/dT=K/\beta$. The right side of \eqref{eq:second} therefore has the derivative $K/\beta+4G/T>0$. It increases with temperature, so a smaller $\theta_0$ requires a higher $T_p$. At low coverage the atoms find partners less often, depletion is slower, and the balance is reached later.

With the parameters of the example, the second-order peak lies at 785.1, 799.3 and 834.3 K for $\theta_0=1$, 0.5 and 0.1. The first value is only 1 K below the first-order peak. This follows from \eqref{eq:second}. The integral in \eqref{eq:q}, taken up to a general temperature, gives $\Phi=qG$, with $q$ evaluated at $E/(k_BT)$ and the loss near $T_0$ neglected. Then $G(T_p)=1/[\theta_0(2-q)]$. For $\theta_0=1$ and $q\approx0.95$ this is $1/1.05$, close to the first-order value of one. In this example the peak position of a single curve from a full layer thus says little about the order. A series of initial coverages can distinguish the two orders, provided that the barrier and the prefactor do not depend on coverage and that desorbed molecules do not return to the surface.

\subsection{A barrier that depends on coverage}

Let the order be one, but let the barrier fall with coverage, $E(\theta)=E_0-w\theta$ with $w>0$, as for neighbours that repel each other, in a mean-field description. Then
\begin{equation}
\ln r=\ln\nu+\ln\theta-\frac{E_0-w\theta}{k_BT}.
\end{equation}
Both $\theta$ and $T$ depend on time, so
\begin{equation}
\frac{d\ln r}{dt}=\frac{1}{\theta}\frac{d\theta}{dt}\left(1+\frac{w\theta}{k_BT}\right)+\frac{\beta E(\theta)}{k_BT^2}.
\end{equation}
Here $(1/\theta)\,d\theta/dt=-\nu e^{-E(\theta)/(k_BT)}$. At the maximum,
\begin{equation}
\frac{E(\theta_p)}{k_BT_p^2}=\frac\nu\beta\,e^{-E(\theta_p)/(k_BT_p)}\left(1+\frac{w\theta_p}{k_BT_p}\right).
\label{eq:cov}
\end{equation}
The coverage enters through the barrier and through the bracket. The bracket arises because depletion now also raises the barrier, which slows desorption further.

For $E_0=2.5$ eV and $w=0.1$ eV the peak lies at 762.1, 774.3 and 783.8 K for $\theta_0=1$, 0.5 and 0.1. It approaches the value 786.1 K of the constant barrier as the coverage goes to zero. As in the second-order case, the peak moves down with increasing coverage. A downward shift alone therefore does not show that desorption is second order.

\subsection{Other conditions on the use of the result}

A prefactor that varies as a power of temperature, $\nu\propto T^m$, adds $m\beta/T$ to $d\ln K/dt$. In \eqref{eq:redhead} the barrier on the left is then replaced by $E+mk_BT_p$, and $\nu$ is taken at $T_p$. The change is of relative size $m/x$, and the condition remains free of coverage.

A mass spectrometer records a pressure $p$, not $r$ itself. Let the chamber be pumped with time constant $\tau$, so that $dp/dt=a\,r-p/\tau$ with a constant $a>0$. Here $p$ is the excess over the steady background, and it is zero at the start. At a maximum of $p$ the first derivative vanishes, and the second derivative is $a\,dr/dt$, which cannot be positive there. Hence $dr/dt\le0$, and the pressure peak does not come before the rate peak. Slow pumping shifts the recorded peak upwards, by about $\beta\tau$ when $\tau$ is small, since then $p(t)\approx a\tau\,r(t-\tau)$. A barrier inferred from a single peak with an assumed $\nu$ comes out slightly too high. In a series of heating rates the effect has the opposite sign and is much larger. The shift grows with $\beta$ and widens the spread of the peaks, so \eqref{eq:series2} gives a barrier and a prefactor that are too low. In the example, $\tau=0.3$ s shifts the peaks at 0.5 and 8 K/s by about 0.15 and 2.4 K. This adds about 2 K to the spread of 56 K and lowers the barrier from the series by 3 to 4\,\%, while the single peak at 2 K/s moves by 0.6 K and raises $E$ by less than 0.1\,\%. The shift does not depend on $\theta_0$, because the equation is linear and $p$ scales with $r$. A peak that stays in place when the coverage is varied is therefore no proof that the pumping is fast enough. The pressure follows the rate, with $p\approx a\tau r$, when $\tau$ is short compared with the time in which $r$ changes appreciably.

If desorbed molecules return to the surface, the rate equation gains a term that depends on the gas pressure. The relative loss rate is then no longer $K$, and \eqref{eq:redhead} cannot be used as it stands. If the sticking probability is constant and all the gas comes from the surface, the equations remain linear in the amount of hydrogen. The peak is then shifted, but its position is still independent of $\theta_0$. If sticking requires free sites, the position depends on $\theta_0$ as well.

The computed peak positions and the comparisons with the closed forms, including three further parameter sets, are listed in the numerical output that follows.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Boltzmann constant: 1.380649e-23 J/K
Barrier E: 2.500 eV = 4.00544e-19 J
Prefactor nu: 1.0e+15 1/s; heating rate beta: 2.0 K/s
Tp from closed form: 786.120 K; x = E/(kB Tp): 36.9044
First order, theta0 = 1.0: simulated Tp 786.120 K, peak rate 0.03632 1/s per site
First order, theta0 = 0.5: simulated Tp 786.120 K, peak rate 0.01816 1/s per site
First order, theta0 = 0.1: simulated Tp 786.120 K, peak rate 0.00363 1/s per site
At simulated peak: E/(kB Tp^2) = 0.046945 1/K, (nu/beta)exp(-E/kB Tp) = 0.046945 1/K
Start at 770 K: simulated Tp 786.120 K, theta at peak 0.5895
Start at 850 K: largest rate at 850.0 K (the start)
Remaining fraction at peak: simulated 0.38682, formula 0.38682, 1/e 0.36788
Exponent x e^x E2(x): 0.94979; series to 1/x^2: 0.95021
H2 peak rate for theta0 = 1: 0.01816 molecules per site per s
E 1.5 eV, nu 1e+13 1/s, beta 5 K/s: Tp simulated 557.776 K, formula 557.776 K
E 3.0 eV, nu 1e+13 1/s, beta 1 K/s: Tp simulated 1043.081 K, formula 1043.081 K
E 0.5 eV, nu 1e+05 1/s, beta 1 K/s: Tp simulated 392.286 K, formula 392.286 K
ln(nu Tp/beta): 40.5127; ln x: 3.6083
E from simulated Tp: Lambert form 2.50000 eV, 3.64 estimate 2.49785 eV
3.64 estimate, Tp 300-1000 K, nu/beta 1e8-1e13 1/K: error -2.81 to -0.40 %
dE/d(ln nu) at fixed Tp: 0.06596 eV; formula 0.06596 eV
E inferred with nu/10: 2.3483 eV; with 10 nu: 2.6520 eV
d(ln Tp)/d(ln beta): simulated 0.02570, 1/(x+2) 0.02570
Heating series: beta 0.5 K/s, Tp 759.048 K
Heating series: beta 1.0 K/s, Tp 772.353 K
Heating series: beta 2.0 K/s, Tp 786.120 K
Heating series: beta 4.0 K/s, Tp 800.373 K
Heating series: beta 8.0 K/s, Tp 815.139 K
From series: E 2.5000 eV, nu 1.000e+15 1/s
Barrier fall per unit coverage w: 0.10 eV
theta0 = 1.0: second-order Tp 785.13 K; first-order with E - w theta Tp 762.13 K
theta0 = 0.5: second-order Tp 799.33 K; first-order with E - w theta Tp 774.28 K
theta0 = 0.1: second-order Tp 834.32 K; first-order with E - w theta Tp 783.78 K
\end{verbatim}
